# Backscattering by remote charges in a single-mode quantum wire

Electrons with wave number $0.3\ \mathrm{nm^{-1}}$ move past a sheet of $10^{15}$ elementary charges per square metre, 10 nm away. In a first-order calculation without screening, the charges relax the electron momentum in a thin two-dimensional layer in 26 ps. In a wire with one open transverse mode, and otherwise the same parameters, they need 0.41 µs. If the sheet is moved out to 20 nm, the rate in the layer halves, while the rate in the wire falls by a factor of about $2\times10^5$.

The difference comes from the momentum transfers that energy conservation allows. A planar electron can turn through a small angle. An electron in a single-mode wire can only keep its wave number $k$ or reverse it, and reversal needs a transfer $2k$, which a distant charge hardly supplies.

## 1. Model and definition of the rate

The wire lies along $x$. Its electrons have effective mass $m$, wave number $k>0$, energy $E=\hbar^2k^2/2m$ above the mode edge, and velocity $v=\hbar k/m$. Higher modes are closed. The impurities are static, uncorrelated charges of magnitude $e$ in a uniform medium of permittivity $\varepsilon$. Screening by the carriers is left out until Section 7. The coupling strength is

$$\alpha=\frac{e^2}{4\pi\varepsilon\hbar v}.$$

Let $V(x)$ be the potential energy of one impurity averaged over the transverse mode, and $V(q)=\int V(x)e^{iqx}dx$. With plane waves normalized on length $L$, the matrix element between $k$ and $k'$ has magnitude $|V(k-k')|/L$. For random positions the cross terms between impurities average to zero, so $nL$ impurities contribute $nL|V|^2/L^2$. Replacing $\sum_{k'}$ by $L\int dk'/2\pi$ and weighting each event by the fraction of momentum lost, the golden rule gives

$$\frac1\tau=\frac{2\pi}{\hbar}n\int\frac{dk'}{2\pi}|V(k-k')|^2\left(1-\frac{k'}{k}\right)\delta(E_{k'}-E_k).$$

The delta function equals $[\delta(k'-k)+\delta(k'+k)]/(\hbar v)$. At $k'=k$ the weight vanishes. For a Coulomb charge $V(q)$ diverges there, but only logarithmically, and $|q|\ln^2|q|\to0$. For the sheet of Section 4 the summed $|V|^2$ grows as $1/|q|$, and the weighted integrand tends to equal and opposite constants on the two sides of $k'=k$, so this term again contributes nothing. At $k'=-k$ the weight is 2. Hence

$$\frac1\tau=\frac{2n|V(2k)|^2}{\hbar^2v}=2nvR,\qquad R=\frac{|V(2k)|^2}{(\hbar v)^2}. \tag{1}$$

$R$ is the reflection probability of one impurity in the Born approximation, and $W=nvR$ is the reversal rate. The factor 2 also follows from the occupations: $\dot f_k=W(f_{-k}-f_k)$, so $f_k-f_{-k}$ decays at the rate $2W$. Pauli blocking does not alter this, because $f_{-k}(1-f_k)-f_k(1-f_{-k})=f_{-k}-f_k$.

## 2. What "smooth" has to mean

Suppose $V(x)$ is analytic for $0\le\mathrm{Im}\,x\le b$, vanishes at the far ends of this strip, and is absolutely integrable on the line $\mathrm{Im}\,x=b$. For $q>0$ the integration path can be moved to that line, where $e^{iq(x+ib)}=e^{-qb}e^{iqx}$. Therefore

$$|V(q)|\le e^{-qb}\int_{-\infty}^{\infty}|V(x+ib)|\,dx. \tag{2}$$

The distance from the real axis to the nearest singularity sets the exponential scale. A large width alone is not enough. The potential $V_0e^{-|x|/w}$ is wide but has a cusp, and integrating its two halves gives

$$V(q)=V_0\left[\frac{1}{1/w-iq}+\frac{1}{1/w+iq}\right]=\frac{2V_0w}{1+q^2w^2},$$

an algebraic decay. At $qw=6$ this is $0.054\,V_0w$. Numerical quadrature for the analytic potential $V_0/\cosh^2(x/w)$ gives $0.0030\,V_0w$, and the bound (2) with $b=1.2w$ is $0.0053\,V_0w$.

A charge at distance $\rho$ from the axis gives a potential proportional to $1/\sqrt{x^2+\rho^2}$, singular at $x=\pm i\rho$. One expects $V(2k)\sim e^{-2k\rho}$ and a rate $\sim e^{-4k\rho}$. The prefactor needs the full transform.

## 3. One charge beside the wire

Take first a wire thin compared with $\rho$ and $1/k$. Let $\sigma=+1$ for a charge that repels the electron and $\sigma=-1$ for one that attracts it. Then $V(x)=\sigma e^2/(4\pi\varepsilon\sqrt{x^2+\rho^2})$. With $x=\rho\sinh t$, $dx/\sqrt{x^2+\rho^2}=dt$, so

$$V(q)=\frac{\sigma e^2}{4\pi\varepsilon}\int_{-\infty}^{\infty}e^{iq\rho\sinh t}\,dt.$$

Now shift $t\to t+i\pi/2$. Between the two lines the integrand has magnitude $e^{-q\rho\cosh t\sin y}$, $y=\mathrm{Im}\,t$, so the end pieces vanish as $|t|\to\infty$. Since $\sinh(t+i\pi/2)=i\cosh t$,

$$\int_{-\infty}^{\infty}e^{iq\rho\sinh t}dt=\int_{-\infty}^{\infty}e^{-q\rho\cosh t}dt=2K_0(q\rho), \tag{3}$$

where the last equality is the integral form of the modified Bessel function $K_0$. Because $e^2/(4\pi\varepsilon)=\alpha\hbar v$, equation (1) gives

$$R=4\alpha^2K_0^2(2k\rho)\simeq\frac{\pi\alpha^2}{k\rho}e^{-4k\rho}\quad(k\rho\gg1), \tag{4}$$

using $K_0(z)\simeq\sqrt{\pi/2z}\,e^{-z}$.

**Finite thickness.** Let the mode be axisymmetric and vanish outside radius $a<\rho$. At a point $\mathbf r$ of the cross-section, $K_0(q\rho)$ becomes $K_0(q|\mathbf r-\boldsymbol\rho|)$. Inside $r<\rho$ this function obeys $(\nabla_\perp^2-q^2)K_0=0$. Its average over the angle of $\mathbf r$ obeys the radial part of this equation and is regular at $r=0$, so it is a constant times $I_0(qr)$. At $r=0$ it equals $K_0(q\rho)$, which fixes the constant. The amplitude at $q=2k$ is therefore multiplied by

$$F=\int_0^a|\phi(r)|^2I_0(2kr)\,2\pi r\,dr,\qquad 1\le F\le I_0(2ka), \tag{5}$$

where $\phi$ is the normalized mode. The factor does not depend on $\rho$, so it multiplies the rate of every impurity outside the wire by $F^2$. Since $I_0(2ka)\le e^{2ka}$, thickness can at worst replace the distance to the axis by the distance to the surface in the exponent.

## 4. A sheet of charges

Let the sheet have areal density $N$ and distance $d>a$ from the axis. A strip of width $dy$ is a row with $n=N\,dy$ at $\rho=\sqrt{d^2+y^2}$. Summing (1) over rows,

$$\frac1{\tau_1}=8Nv\alpha^2F^2\int_{-\infty}^{\infty}K_0^2\!\left(q\sqrt{d^2+y^2}\right)dy,\qquad q=2k. \tag{6}$$

The integral follows from the planar Fourier transform $U(Q,z)$ of $1/\sqrt{x^2+y^2+z^2}$. Transforming $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$ in $x$ and $y$ gives $(\partial_z^2-Q^2)U=-4\pi\delta(z)$. The decaying solution is $Ce^{-Q|z|}$; its slope jumps by $-2QC=-4\pi$, so

$$U(Q,d)=\frac{2\pi}{Q}e^{-Qd},\qquad Q=\sqrt{q^2+p^2}. \tag{7}$$

By (3), the transform in $x$ alone is $2K_0(q\sqrt{d^2+y^2})$. Hence the transform of $K_0(q\sqrt{d^2+y^2})$ in $y$, with wave number $p$, is $\pi e^{-Qd}/Q$. Parseval's theorem gives

$$\int K_0^2\,dy=\frac1{2\pi}\int\frac{\pi^2e^{-2Qd}}{Q^2}dp=\frac{\pi}{2q}\int_{-\infty}^{\infty}\frac{e^{-2qd\cosh t}}{\cosh t}dt,$$

where $p=q\sinh t$, $Q=q\cosh t$ and $dp=q\cosh t\,dt$. Define

$$\mathrm{Ki}_1(x)=\int_x^\infty K_0(u)\,du=\int_0^\infty\frac{e^{-x\cosh t}}{\cosh t}\,dt. \tag{8}$$

The second form comes from inserting $K_0(u)=\int_0^\infty e^{-u\cosh t}dt$ and integrating over $u$. The integral in (6) is then $(\pi/q)\mathrm{Ki}_1(2qd)=(\pi/2k)\mathrm{Ki}_1(4kd)$. With $v/k=\hbar/m$,

$$\boxed{\frac1{\tau_1}=4\pi N\alpha^2\frac{\hbar}{m}F^2\,\mathrm{Ki}_1(4kd)} \tag{9}$$

For large $x$, integrating the leading form of $K_0$ gives $\mathrm{Ki}_1(x)\simeq\sqrt{\pi/2x}\,e^{-x}$. At fixed $k$ the rate falls with distance as $e^{-4kd}/\sqrt{kd}$.

## 5. The same sheet beside a plane

For a layer of negligible thickness, (7) gives $|V(Q)|=e^2e^{-Qd}/(2\varepsilon Q)$. The golden rule is

$$\frac1{\tau_2}=\frac{2\pi}{\hbar}N\int\frac{d^2k'}{(2\pi)^2}|V(Q)|^2(1-\cos\theta)\,\delta(E'-E).$$

Using $k'dk'=m\,dE'/\hbar^2$, the energy integral leaves $Nm/(2\pi\hbar^3)$ times an integral over the angle $\theta$. On the energy circle $Q=2k\sin(\theta/2)$, so $1-\cos\theta=2\sin^2(\theta/2)=Q^2/2k^2$. This cancels the $1/Q^2$ of the Coulomb interaction:

$$|V|^2(1-\cos\theta)=\frac{e^4}{8\varepsilon^2k^2}e^{-2Qd}=2\pi^2\alpha^2\frac{\hbar^4}{m^2}e^{-4kd\sin(\theta/2)},$$

where $e^2/\varepsilon=4\pi\hbar v\alpha$ was used. Thus

$$\frac1{\tau_2}=\pi N\alpha^2\frac{\hbar}{m}\int_0^{2\pi}e^{-4kd\sin(\theta/2)}d\theta.$$

With $\theta=2t$ and the symmetry of the sine about $\pi/2$, the integral is $4\int_0^{\pi/2}e^{-4kd\sin t}dt$. The combination of modified Bessel and Struve functions $D(x)=I_0(x)-L_0(x)$ has the integral form

$$D(x)=\frac2\pi\int_0^{\pi/2}e^{-x\sin t}\,dt,$$

so that

$$\boxed{\frac1{\tau_2}=2\pi^2N\alpha^2\frac{\hbar}{m}D(4kd)} \tag{10}$$

For large $x$ small $t$ dominates, $\sin t\simeq t$, and $D\simeq2/(\pi x)$. The planar rate then falls only as $1/(kd)$. In this limit the transfers $Q<1/d$ carry a share $1-e^{-2}\approx0.86$ of it. Large-angle scattering is exponentially weak in the plane too, but the small angles remain. The wire has no such final states.

## 6. Ratio, limits and numbers

Dividing (9) by (10), at equal $k$, $m$, $\varepsilon$, $N$ and $d$,

$$\frac{\tau_2}{\tau_1}=\frac{2F^2}{\pi}\frac{\mathrm{Ki}_1(4kd)}{D(4kd)}\;\longrightarrow\;F^2\sqrt{2\pi kd}\;e^{-4kd}\quad(kd\gg1). \tag{11}$$

In the opposite limit $kd\to0$, the condition $a<d$ also makes $ka\to0$ and $F\to1$. Then $\mathrm{Ki}_1(0)=\int_0^\infty dt/\cosh t=\pi/2$ and $D(0)=1$, so the ratio tends to 1. One open mode by itself therefore gives no advantage in this limit; the exponential suppression needs large $kd$.

For the example take $m=0.02$ electron masses, $\varepsilon=16\varepsilon_0$, $k=0.3\ \mathrm{nm^{-1}}$ and $N=10^{15}\ \mathrm{m^{-2}}$. These are round model parameters. The wire is a hard-wall cylinder with $a=5$ nm, whose lowest mode is proportional to $J_0(j_0r/a)$, with $j_0$ the first zero of $J_0$. The next mode lies higher by $\hbar^2(j_1^2-j_0^2)/(2ma^2)=0.68$ eV, where $j_1$ is the first positive zero of $J_1$. The kinetic energy along the wire is 0.17 eV, so one mode is open. The mode edge itself lies $\hbar^2j_0^2/(2ma^2)=0.44$ eV above the band edge. In real semiconductors with so light a mass, the mass grows at such energies, which lowers $v$ and raises $\alpha$. A two-band (Kane) estimate with a gap of 0.24 to 0.42 eV gives a factor of about 3, which would take $2\pi\alpha$ above 1 and out of the range of the Born prefactor (Section 7). The numbers below therefore illustrate the formulas and are not predictions for a particular material.

The velocity is $1.74\times10^6$ m/s and $\alpha=0.0787$. Gauss–Legendre quadrature of (5) gives $F=1.604$, well below the bound $I_0(3)=4.88$, which would require the whole density to sit at the wall. A uniformly filled cross-section would give $2I_1(3)/3=2.64$; the mode, being denser near the axis, gives less. The common rate scale is $N\alpha^2\hbar/m=3.59\times10^{10}\ \mathrm{s^{-1}}$.

At $d=10$ nm, $4kd=12$. Numerical evaluation gives $\mathrm{Ki}_1(12)=2.12\times10^{-6}$ and $D(12)=0.0534$, so

$$\frac1{\tau_1}=4\pi(3.59\times10^{10})(2.57)(2.12\times10^{-6})\ \mathrm{s^{-1}}=2.5\times10^6\ \mathrm{s^{-1}},$$

$$\frac1{\tau_2}=2\pi^2(3.59\times10^{10})(0.0534)\ \mathrm{s^{-1}}=3.8\times10^{10}\ \mathrm{s^{-1}}.$$

| $d$ (nm) | $1/\tau_1$ (s⁻¹) | $1/\tau_2$ (s⁻¹) | $\tau_2/\tau_1$ |
|---|---|---|---|
| 10 | $2.5\times10^6$ | $3.8\times10^{10}$ | $6.5\times10^{-5}$ |
| 15 | $5.1\times10^3$ | $2.5\times10^{10}$ | $2.0\times10^{-7}$ |
| 20 | $11$ | $1.9\times10^{10}$ | $5.8\times10^{-10}$ |

From 10 to 20 nm the leading form of (9) predicts a fall by $\sqrt2\,e^{12}\approx2.3\times10^5$, close to the $2.25\times10^5$ of the full formula. At 20 nm the limiting form in (11) is 3% above the full ratio. Thickness multiplies every wire rate by $F^2=2.57$, a modest loss against these exponentials.

Quadrature of the planar angular integral at 10 nm assigns 86% of the rate to $Q<1/d$ and 0.03% to angles above 90°. The wire times are impurity contributions within the model. A time of 0.09 s, as found at 20 nm, means that this mechanism has become irrelevant and that another will limit transport.

## 7. How far the result can be trusted

**The Born prefactor.** The first-order amplitude is exponentially small, so a small potential does not by itself justify dropping second order: two successive smaller transfers adding to $2k$ can carry the same exponential. The correction can be found for a thin wire.

Put $u=V/(\hbar v)$. The Schrödinger equation becomes $\psi''+k^2\psi=2ku\psi$. Write $\psi=Ae^{ikx}+Be^{-ikx}$ with $A'e^{ikx}+B'e^{-ikx}=0$. Substitution gives $A'=-iu\psi e^{-ikx}$ and $B'=iu\psi e^{ikx}$. For $r=B/A$, using $r'=B'/A-rA'/A$,

$$r'=iu\left(e^{2ikx}+2r+r^2e^{-2ikx}\right),\qquad r(+\infty)=0. \tag{12}$$

The reflection amplitude is $r(-\infty)$. To first order, $r_1(x)=-i\int_x^\infty u(s)e^{2iks}ds$, so $r_1(-\infty)=-iM$ with $M=2\sigma\alpha K_0(2k\rho)$. This reproduces (4). The $r^2$ term is of third order. The second-order amplitude is

$$r_2=-2i\int u\,r_1\,dx=-2\int ds\,u(s)e^{2iks}\int_{-\infty}^su(x)\,dx.$$

Cut the Coulomb tail off smoothly and symmetrically far away, and let $C=\int u\,dx$. The inner integral is $C/2+g(s)$, where $g(s)=\int_0^su\,dx=\sigma\alpha\,\mathrm{arsinh}(s/\rho)$ is odd. Hence

$$r_2=-CM-2iJ,\qquad J=\int u\,g\,\sin(2ks)\,ds.$$

With $s=\rho\sinh t$ and $\sigma^2=1$, $J=\alpha^2\int t\sin(2k\rho\sinh t)\,dt$. The shift used for (3) gives

$$\int te^{2ik\rho\sinh t}dt=\int\left(t+\frac{i\pi}2\right)e^{-2k\rho\cosh t}dt=i\pi K_0(2k\rho),$$

since the term odd in $t$ vanishes. The imaginary part yields $J=\pi\alpha^2K_0(2k\rho)$, so $2J/M=\sigma\pi\alpha$ and

$$r=-iM(1-iC+\sigma\pi\alpha),\qquad R=4\alpha^2K_0^2(2k\rho)\left[1+2\pi\sigma\alpha+O(\alpha^2)\right]. \tag{13}$$

The cutoff-dependent $C$ changes only the phase at this order. Second order does carry the same exponential, and its relative size does not shrink with distance. The Born prefactor therefore needs $2\pi\alpha\ll1$.

In the example $2\pi\alpha=0.49$, which is not very small. An adaptive Runge–Kutta solution of the Schrödinger equation shows the effect at $\rho=10$ nm; the potential was multiplied by $e^{-(x/30\rho)^2}$ to cut its tail. Relative to Born, the reflection probability is 1.65 for repulsion and 0.61 for attraction. For charges acting one at a time, the wire rates in the table are thus uncertain by a factor of about two. In a sheet, two successive transfers from different charges can also add to $2k$; that correction is not included here. Slow potential variations from many charges also shift the local wave number, and with it the exponent $4kd$, so the correction can grow with distance. Without screening, the variance of these variations also grows logarithmically with the size of the sheet. An error of a few times would still be small against the contrast with the plane, which exceeds four orders of magnitude in the table.

**Screening.** Linear static screening divides $V(2k)$ in the wire by a dielectric function at that transfer. It leaves the distance dependence at fixed $k$ unchanged. For electrons at the Fermi level the transfer is twice the Fermi wave number, where the static dielectric function of a wire of non-interacting electrons grows logarithmically as the temperature falls to zero; this simple form of screening is not reliable in that limit. In the plane, screening changes the distance dependence, because small $Q$ dominates. In the Thomas–Fermi form, $1/Q$ becomes $1/(Q+q_s)$. For $q_sd\gg1$ and $kd\gg1$ the integrand at the important $Q\sim1/d$ acquires the factor $Q^2/q_s^2$, and the planar rate is multiplied by

$$\frac{\int_0^\infty Q^2e^{-2Qd}dQ}{q_s^2\int_0^\infty e^{-2Qd}dQ}=\frac{1}{2q_s^2d^2}.$$

The rate then falls as $1/d^3$, still a power. This limit is approached slowly, and the example is not in it: with $q_s=me^2/(2\pi\varepsilon\hbar^2)=0.047\ \mathrm{nm^{-1}}$, $q_sd$ is 0.5 to 0.9, and the planar rate drops to 0.22 of its unscreened value at 10 nm and 0.12 at 20 nm, falling roughly as $1/d^2$. The ratios in the table are for unscreened charges and would change.

**A second open mode.** If modes with wave numbers $k_1>k_2$ are both open, an electron can pass between them with transfer $k_1-k_2$. A remote charge supplies this with an exponential factor $e^{-2(k_1-k_2)d}$ in the rate, far larger than $e^{-4k_1d}$ when the wave numbers are close. Equation (9) must not be used there.

**Coherence.** Equation (1) adds probabilities from different impurities. In a long phase-coherent wire the reflected waves interfere and can localize the electron, so $\tau_1$ alone does not give the conductance.

**Evaluation.** For large $4kd$, compute $e^x\mathrm{Ki}_1(x)=\int_0^\infty e^{-x(\cosh t-1)}dt/\cosh t$ to avoid underflow, and obtain $D(x)$ from its integral, since $I_0$ and $L_0$ are large and nearly equal. Because the wire rate depends exponentially on $k$, a thermal average generally needs $\tau_1$ at each energy. In a cold degenerate wire the value at the Fermi level is enough, provided $4kd$ changes by much less than one across the thermal window.
